\section*{Mean-field gap equations and critical temperature of a two-band superconductor, part 2}

Two bands $i=1,2$, with electrons paired within each band, are treated in mean-field theory to find the gaps $\Delta_i$ and the critical temperature $T_c$. Units are $\hbar=k_B=1$. $N_i$ is the density of states per spin and per cell at the Fermi level, $N_c$ the number of cells, $\xi$ the energy from the chemical potential, $b_{ik}=c_{i,-k\downarrow}c_{ik\uparrow}$ and $\lambda_{ij}=V_{ij}N_j$. The pair-scattering amplitude $V_{ij}$ (positive for attraction) is constant for $|\xi|<\omega_c$ and zero outside; it is Hermitian, hence the reciprocity relation $N_1\lambda_{12}=N_2\lambda_{21}^*$. The Hamiltonian, without its $O(1/N_c)$ diagonal terms, the gap equations and $T_c$ are
\begin{equation}
H=\sum_{ik\sigma}\xi_{ik}c^\dagger_{ik\sigma}c_{ik\sigma}-\frac1{N_c}\sum_{ik\neq jk'}V_{ij}\,b^\dagger_{ik}b_{jk'} ,
\label{H}
\end{equation}
\begin{equation}
\Delta_i=\sum_j\lambda_{ij}\,\Delta_j\,F(\Delta_j,T),\qquad
F(\Delta,T)=\int_0^{\omega_c}\!d\xi\,\frac{\tanh(E/2T)}{E},\qquad E=\sqrt{\xi^2+|\Delta|^2}.
\label{gap}
\end{equation}
\begin{equation}
\Lambda\,F(0,T_c)=1,\qquad T_c\simeq\frac{2e^{\gamma}}{\pi}\,\omega_c\,e^{-1/\Lambda}\quad(T_c\ll\omega_c),
\label{tc}
\end{equation}
where $\Lambda$ is the largest eigenvalue of $\lambda$ and $\gamma$ Euler's constant. With $\hat N=\mathrm{diag}(N_1,N_2)$ and $S=\hat N^{1/2}V\hat N^{1/2}$, $x^\dagger Sx\le\Lambda\,x^\dagger x$ for every $x$, and
\begin{equation}
\lambda=V\hat N=\hat N^{-1/2}S\,\hat N^{1/2}.
\label{sim}
\end{equation}
\begin{equation}
\Lambda_\pm=\frac{\lambda_{11}+\lambda_{22}}2\pm\sqrt{\frac{(\lambda_{11}-\lambda_{22})^2}{4}+\lambda_{12}\lambda_{21}},\qquad \lambda_{12}\lambda_{21}=|V_{12}|^2N_1N_2\ge0,
\label{roots}
\end{equation}
with $\Lambda=\Lambda_+$. Two facts are used: (a) $F(\Delta,T)<F(0,T)$ for $\Delta\ne0$; (c) $F_0(T)\equiv F(0,T)$ decreases strictly from $\infty$ at $T\to0$ to $0$ at $T\to\infty$. Also
\begin{equation}
F_0(T)=\ln\frac{2e^\gamma\omega_c}{\pi T}+2\sum_{n\ge1}(-1)^{n+1}E_1\!\Big(\frac{n\omega_c}{T}\Big),\qquad E_1(y)=\int_y^\infty\!\frac{e^{-t}}t\,dt ,
\label{F0}
\end{equation}
The variational derivation minimized $\Omega_t=\Omega_0+\langle H-H_0\rangle_0\ge\Omega$ (the exact grand potential) over $H_0=\sum_k[\tilde\xi_kn_k-\Delta_kb_k^\dagger-\Delta_k^*b_k]$. Here $k$ stands for $(i,k)$, $n_k$ counts its electrons, $\omega_k$ is its grand potential, $E_k^2=\tilde\xi_k^2+|\Delta_k|^2$, and
\begin{equation}
\bar n_k=\frac{\partial\omega_k}{\partial\tilde\xi_k}=1-\frac{\tilde\xi_k}{E_k}\tanh\frac{E_k}{2T},\qquad
\beta_k\equiv\langle b_k\rangle_0=-\frac{\partial\omega_k}{\partial\Delta_k^*}=\frac{\Delta_k}{2E_k}\tanh\frac{E_k}{2T}.
\label{beta}
\end{equation}
At the minimum $\tilde\xi=\xi$. With $F_j\equiv F(\Delta_j,T)$ and $B_j=N_c^{-1}\sum_{k'}\beta_{jk'}=N_j\Delta_jF_j$, the potential per cell relative to the normal state, its second-order part for $x_i=\sqrt{N_i}\,\Delta_i$, and the gap ratio for $V_{12}\neq0$ are
\begin{equation}
\Omega(\Delta_1,\Delta_2)=-4T\sum_iN_i\int_0^{\omega_c}\!d\xi\,\ln\frac{\cosh(E_i/2T)}{\cosh(\xi/2T)}+2\,\mathrm{Re}\sum_i\Delta_i^*B_i-\sum_{ij}B_i^*V_{ij}B_j ,
\label{Om}
\end{equation}
\begin{equation}
\Omega^{(2)}=F_0\,x^\dagger(1-F_0S)\,x .
\label{Om2}
\end{equation}
\begin{equation}
\frac{\Delta_2}{\Delta_1}\to\frac{\Lambda-\lambda_{11}}{\lambda_{12}}\qquad(T\to T_c^-).
\label{ratio}
\end{equation}
Rayleigh-quotient argument: multiplying \eqref{gap} by $B_i^*$ and summing gives $\sum_iN_iF_i|\Delta_i|^2(1-\Lambda F_i)\le0$, so by (a) and (c) only $\Delta=0$ solves it at $T\ge T_c$. The Hessian test finds the temperature where the Hessian of \eqref{Om} acquires a zero eigenvalue. The final printout also lists earlier checks: the phonon-mediated pair-transfer amplitude (matrix element $g$, phonon frequency w), a two-orbital chain, and a three-level gap equation.

\section{Second derivation: equations of motion and the pair susceptibility}

\subsection{Gor'kov equations}

In imaginary time $\partial_\tau A=[H,A]$. Abbreviate $c_\uparrow=c_{ik\uparrow}$, $c_\downarrow=c_{i,-k\downarrow}$, $b=c_\downarrow c_\uparrow$. The anticommutation rules give
\begin{align}
[b^\dagger,c_\uparrow]&=c^\dagger_\uparrow c^\dagger_\downarrow c_\uparrow-c_\uparrow c^\dagger_\uparrow c^\dagger_\downarrow=-(c^\dagger_\uparrow c_\uparrow+c_\uparrow c^\dagger_\uparrow)c^\dagger_\downarrow=-c^\dagger_\downarrow,\\
[b,c^\dagger_\downarrow]&=c_\downarrow c_\uparrow c^\dagger_\downarrow-c^\dagger_\downarrow c_\downarrow c_\uparrow=-(c_\downarrow c^\dagger_\downarrow+c^\dagger_\downarrow c_\downarrow)c_\uparrow=-c_\uparrow,
\end{align}
while every $b_{jk'}$ commutes with $c_\uparrow$ and every $b^\dagger_{jk'}$ with $c^\dagger_\downarrow$. With the pair-field operator $\hat D_i=N_c^{-1}\sum_{jk'}V_{ij}b_{jk'}$ (the term $jk'=ik$ omitted), the exact equations are
\begin{equation}
\partial_\tau c_\uparrow=-\xi c_\uparrow+c^\dagger_\downarrow\hat D_i,\qquad
\partial_\tau c^\dagger_\downarrow=+\xi c^\dagger_\downarrow+\hat D_i^\dagger c_\uparrow .
\end{equation}
The second operator arises as $N_c^{-1}\sum V_{ji}b^\dagger_{jk'}$ and equals $\hat D_i^\dagger$ because $V_{ji}=V_{ij}^*$. The approximation is to replace $\hat D_i$ by its average $\Delta_i=\langle\hat D_i\rangle$. The operator is an average over $O(N_c)$ bounded terms, so its fluctuation is $O(N_c^{-1/2})$ in a state of definite pair phase in which different levels are only weakly correlated; that property is assumed. For $\Psi=(c_\uparrow,c^\dagger_\downarrow)^T$,
\begin{equation}
\partial_\tau\Psi=-h\Psi,\qquad h=\begin{pmatrix}\xi&-\Delta_i\\-\Delta_i^*&-\xi\end{pmatrix},\qquad h^2=E^2 .
\end{equation}
The matrix $\mathcal G(\tau)=-\langle T_\tau\Psi(\tau)\Psi^\dagger(0)\rangle$ jumps at $\tau=0$ by minus the unit matrix of anticommutators, so $\partial_\tau\mathcal G=-\delta(\tau)-h\mathcal G$. With $\mathcal G(\tau)=T\sum_ne^{-i\omega_n\tau}\mathcal G(i\omega_n)$ and $\omega_n=(2n+1)\pi T$ this is $(i\omega_n-h)\mathcal G=1$. Since $(i\omega_n-h)(i\omega_n+h)=-(\omega_n^2+E^2)$,
\begin{equation}
\mathcal G(i\omega_n)=-\frac{i\omega_n+h}{\omega_n^2+E^2},\qquad \mathcal G_{12}(i\omega_n)=\frac{\Delta_i}{\omega_n^2+E^2}.
\end{equation}
The poles at $i\omega_n\to\pm E$ identify $E$ as the quasiparticle energy and $|\Delta_i|$ as the excitation gap of band $i$. The off-diagonal element is $\mathcal G_{12}(\tau)=-\langle T_\tau c_\uparrow(\tau)c_\downarrow(0)\rangle$; for $\tau\to0^-$ the ordering exchanges the operators with a minus sign, so $\mathcal G_{12}(0^-)=\langle c_\downarrow c_\uparrow\rangle=\langle b\rangle$.

For the frequency sum, integrate $\tanh(z/2T)/(z^2-E^2)$ over a large circle passing between the poles of $\tanh$; the integral vanishes as the radius grows. The function $\tanh(z/2T)$ has residue $2T$ at each $z=i\omega_n$, and the poles $z=\pm E$ each contribute $\tanh(E/2T)/2E$. The residues sum to zero:
\begin{equation}
-2T\sum_n\frac1{\omega_n^2+E^2}+\frac{\tanh(E/2T)}{E}=0,\qquad\text{so}\qquad \langle b_{ik}\rangle=\frac{\Delta_i}{2E}\tanh\frac{E}{2T}.
\end{equation}
This coincides with \eqref{beta}. Inserting it in $\Delta_i=N_c^{-1}\sum_{jk'}V_{ij}\langle b_{jk'}\rangle$ gives $\Delta_i=\sum_jV_{ij}N_j\Delta_jF_j$, which is \eqref{gap}.

\subsection{$T_c$ as the first pole of the normal-state response}

Add a weak external pair field, $-\sum_{ik}(\eta_ib^\dagger_{ik}+\eta_i^*b_{ik})$. By the commutators above it adds $\eta_i$ to $\hat D_i$, so $\Delta_i=\eta_i+\sum_jV_{ij}B_j$. In the normal state, to first order in $\eta$, $B=F_0\hat N\Delta$. Then $(1-F_0\lambda)\Delta=\eta$, and with \eqref{sim} the susceptibility defined by $B=\chi\eta$ is
\begin{equation}
\chi=F_0\hat N(1-F_0\lambda)^{-1}=F_0\hat N^{1/2}(1-F_0S)^{-1}\hat N^{1/2}
=\sum_{\pm}\frac{F_0}{1-F_0\Lambda_\pm}\,\hat N^{1/2}s_\pm s_\pm^\dagger\hat N^{1/2},
\label{chi}
\end{equation}
where $s_\pm$ are the orthonormal eigenvectors of $S$. Expanded in powers of $V$ it is the particle-particle ladder $F_0\hat N+F_0\hat NV\hat NF_0+\dots$, one factor $N_jF_0$ per propagating pair.

An equilibrium susceptibility cannot be negative. For a perturbation $-\epsilon A$ with Hermitian $A$, first-order perturbation theory for the states and the weights $p_a$ gives $d\langle A\rangle/d\epsilon=\sum_{ab}|\langle a|A-\langle A\rangle|b\rangle|^2(p_a-p_b)/(E_b-E_a)$, with $p_a/T$ for degenerate pairs, and every term is non-negative. Taking $A=\sum(\eta b^\dagger+\eta^*b)$ shows that $\eta^\dagger\chi\eta\ge0$. At high temperature $F_0\to0$ and \eqref{chi} is positive. On cooling $F_0$ grows, and a denominator vanishes when $F_0=1/\Lambda_\pm$, which requires a positive eigenvalue; the smallest such $F_0$, and so the highest temperature, belongs to the largest eigenvalue. There the response diverges (the Thouless criterion), and just below it $\chi$ has a negative direction, so the normal solution cannot be the equilibrium state. This is \eqref{tc}. The diverging pattern is $\Delta\propto\hat N^{-1/2}s_+$, the eigenvector of $\lambda$ in \eqref{ratio}.

A negative eigenvalue gives the denominator $1+F_0|\Lambda_-|$, which suppresses the response and never vanishes. The ladder as a power series stops converging at $F_0\max|\Lambda_\pm|=1$, but the closed form \eqref{chi} solves the linear equation beyond that point, so the modulus of an eigenvalue is irrelevant. For $\lambda_{11}=-0.8$, $\lambda_{12}=0.4$, $\lambda_{21}=0.2$, $\lambda_{22}=0.3$ the eigenvalues are $-0.8685$ and $0.3685$; with $\omega_c=20$ meV the Hessian test finds $T_c=1.50$ meV, the value for $\Lambda=0.3685$.

\section{What each derivation assumes}

Both start from \eqref{H}: static interaction constant in a shell, constant $N_i$, intraband pairs of zero total momentum, Hermitian $V$. Neither considers interband pairs, competing orders, gap anisotropy within a band or fluctuations of the pair field, so $T_c$ is the mean-field value in both.

The variational derivation makes one assumption, the form of the trial state, and within it every average is exact. The direction of its error is known, since $\Omega_t\ge\Omega$, but the inequality alone does not give its size; for the infinite-range interaction in \eqref{H} the error per cell is expected to vanish as $N_c\to\infty$, which is not proved here. It supplies the function \eqref{Om}, which ranks the solutions of \eqref{gap}; the ranking matters because \eqref{gap} always has the zero solution and can have several nonzero ones. It proves that a paired state exists and is favoured at every $T<T_c$, and that the onset is continuous. The trial potential $\Omega_t$ is a true upper bound for any signs of $V_{ij}$; \eqref{Om} is its value per cell relative to the normal trial state, up to terms of order $1/N_c$ from the omitted diagonal, and $V^{-1}$ is never needed. It requires a Hamiltonian with an instantaneous interaction, and in it $E$ is a parameter of the trial state.

The equation-of-motion derivation assumes that $\hat D_i$ may be replaced by a number, and gives no sign for the error. It yields the spectrum, and it is written in terms of frequency-dependent functions, the form in which a retarded interaction can be treated. It does not rank solutions. Its argument for $T_c$ is local: the normal state fails against infinitesimal pairing at $\Lambda F_0=1$. This alone does not exclude a discontinuous transition at a higher temperature; that is excluded by the Rayleigh-quotient argument, which uses only \eqref{gap}, the Hermiticity of $V$ and facts (a) and (c), and can be appended to either derivation.

The two agree because the decoupled equations of motion are those generated by $H_0$ with $\tilde\xi=\xi$, and the kernels match: $1-F_0S$ is the curvature in \eqref{Om2} and the inverse in \eqref{chi}. The reciprocity relation enters both at that place. It makes the curvature a Hermitian form in the first and the susceptibility a Hermitian matrix in the second.

\section{Consequences and limits}

The bound $\Lambda\ge x^\dagger Sx/x^\dagger x$ with $x$ a unit vector along band $i$ gives $\Lambda\ge\lambda_{ii}$: in this model interband pair scattering of either sign cannot lower $T_c$ at fixed $\lambda_{ii}$. This does not carry over to retarded phonon couplings, where the effective matrix is roughly $\lambda_{ij}/(1+\sum_k\lambda_{ik})$: a weak $\lambda_{12}$ lowers the diagonal element linearly while the gain is of order $\lambda_{12}\lambda_{21}$, so $T_c$ can fall. Nor does it apply to elastic interband scattering by impurities, which is absent from \eqref{H} and lowers $T_c$ toward the isotropic value. With $x_i=\sqrt{N_i}$, which describes equal gaps, it gives $\Lambda\ge\lambda_{\rm av}=\sum_{ij}N_i\lambda_{ij}/\sum_iN_i$, with equality when equal gaps form the top eigenvector. An isotropic average therefore gives a lower bound on $T_c$.

For $V_{12}\ne0$ the gaps close together: $\Delta_2=0$ in the second equation forces $\lambda_{21}\Delta_1F_1=0$, hence $\Delta_1=0$, and conversely. For $V_{12}=0$ the bands decouple and have separate transitions at $\lambda_{ii}F_0=1$. By \eqref{roots} $T_c$ depends on $|V_{12}|$ only, and by \eqref{ratio} the phase of $\Delta_2/\Delta_1$ at the onset is $-\arg V_{12}$. The same phase holds at the minimum of \eqref{Om} for every $T<T_c$, because the relative phase enters only through $-2\,\mathrm{Re}(B_1^*V_{12}B_2)$; other solutions of \eqref{gap} need not share it. In equilibrium a repulsive $V_{12}$ therefore gives gaps of opposite sign. With $\lambda_{11}=\lambda_{22}=0$, $\Lambda=\sqrt{\lambda_{12}\lambda_{21}}$, so pure interband repulsion pairs. For $\lambda_{12}=-0.5$, $\lambda_{21}=-0.25$ this is $\Lambda=0.354$, and the Hessian test gives the corresponding $T_c=1.34$ meV at $\omega_c=20$ meV.

With a cutoff $\omega_i$ for each band, $F_0$ becomes $F_{0i}(T)$. Put $z_i=\sqrt{N_i}F_{0i}\Delta_i$; the expansion of \eqref{Om} becomes $\Omega^{(2)}=\sum_i|z_i|^2/F_{0i}-z^\dagger Sz$. With $\hat F=\mathrm{diag}(F_{0i})$ and $z=\hat F^{1/2}y$ this is $y^\dagger(1-\hat F^{1/2}S\hat F^{1/2})y$, and $\hat F^{1/2}S\hat F^{1/2}$ is similar to $S\hat F$ and so to $\lambda\hat F$. The normal state is unstable when the largest eigenvalue of $\lambda\hat F$ exceeds one. Each $1/F_{0i}$ falls on cooling, so a negative direction $z$ stays negative and the crossing is unique. A nonzero solution, with $z_i=B_i/\sqrt{N_i}$, obeys $z^\dagger Sz=\sum_i|z_i|^2/F_i>\sum_i|z_i|^2/F_{0i}$, which again excludes it above the crossing.

\section{Worked example}

Take the round parameters $\omega_c=20$ meV, $N_1=0.2$, $N_2=0.4\ \mathrm{eV}^{-1}$, $V_{11}=2$, $V_{22}=0.5$, $V_{12}=0.25$ eV. Digits beyond the third serve only to follow the arithmetic. Then $\lambda_{11}=2\times0.2=0.4$, $\lambda_{12}=0.25\times0.4=0.1$, $\lambda_{21}=0.25\times0.2=0.05$, $\lambda_{22}=0.5\times0.4=0.2$, and $N_1\lambda_{12}=0.2\times0.1=0.02\ \mathrm{eV}^{-1}=0.4\times0.05=N_2\lambda_{21}$.

From \eqref{roots}, $\Lambda_\pm=0.3\pm\sqrt{0.01+0.005}=0.3\pm0.12247$, so $\Lambda=0.42247$ and $\Lambda_-=0.17753$. Then $1/\Lambda=2.36701$, $e^{-1/\Lambda}=0.093761$ and
\begin{equation}
T_c\simeq1.13387\times20\ \mathrm{meV}\times0.093761=2.1263\ \mathrm{meV},
\end{equation}
or $2.1263/0.086173=24.7$ K. Here $\omega_c/T_c=9.41$ and the $E_1$ sum in \eqref{F0} is $1.6\times10^{-5}$; since $dF_0=-dT/T$, it raises $T_c$ by that fraction of itself, from $2.12625$ to $2.12628$ meV, the value the Hessian test also finds.

Band 1 alone would give $21.6$ K and band 2 alone $1.77$ K. The average $\lambda_{\rm av}=(0.2\times0.5+0.4\times0.25)/0.6=0.333$ gives $13.1$ K, about half of $T_c$. The root of $\Lambda_-F_0=1$, $0.94$ K, is not a transition of the equilibrium state, because it refers to the normal state far below the temperature at which that state became unstable.

The gaps $(\Delta_1,\Delta_2)$ are $(4.37,1.45)$ meV at $T=0$, $(3.96,1.11)$ meV at $0.5T_c$ and $(2.10,0.489)$ meV at $0.9T_c$; the program tests them against direct minimization of \eqref{Om}, with $T=0.05$ meV standing for zero. At $T=0$, $F_1=2.2252$ and $F_2=3.3200$, and \eqref{gap} reads
\begin{align}
\Delta_1&=0.4\times4.3730\times2.2252+0.1\times1.4480\times3.3200=3.8923+0.4807=4.373\ \mathrm{meV},\\
\Delta_2&=0.05\times4.3730\times2.2252+0.2\times1.4480\times3.3200=0.4865+0.9615=1.448\ \mathrm{meV}.
\end{align}
Near $T_c$, iteration of the nonlinear equations gives $\Delta_1=0.4363$ and $0.3087$ meV at $0.996T_c$ and $0.998T_c$. Linear extrapolation of $\Delta_i^2$ reaches zero at $1.00001\,T_c$ for band 1 and $1.00000\,T_c$ for band 2, and at $1.01T_c$ the iteration decays to zero. The extrapolated ratio $0.2247$ equals $(0.42247-0.4)/0.1$ from \eqref{ratio}.

For these parameters the ratio is larger at low temperature. The second gap equation gives $\Delta_2/\Delta_1=\lambda_{21}F_1/(1-\lambda_{22}F_2)$. At $T_c$ both $F$ equal $2.367$ and the ratio is $0.1184/0.5266=0.225$; at $T=0$ it is $0.1113/0.3360=0.331$. The small gap cuts off the logarithm in band 2 at a lower energy, $F_2$ rises, and the denominator shrinks by more than the numerator. The trend is not general: for $\lambda_{22}=0$ the ratio is $\lambda_{21}F_1$, and when $\Delta_1$ is the larger gap $F_1<1/\Lambda$ (shown below), so the ratio is smaller at $T=0$ than at $T_c$.

The values $2\Delta_1(0)/T_c=4.11$ and $2\Delta_2(0)/T_c=1.36$ lie on either side of the one-band value, and this is general for positive $V_{12}$ and gaps of equal sign. Write \eqref{gap} as $x=S\,\mathrm{diag}(F_i)\,x$ with $x_i=\sqrt{N_i}\Delta_i>0$ and project on $s_+$, whose components are both positive by \eqref{ratio}: $\sum_is_{+i}x_i(1-\Lambda F_i)=0$. The weights are positive, so $1/\Lambda$ lies between $F_1$ and $F_2$; here $2.225<2.367<3.320$. Since $\Delta_i(0)=\omega_c/\sinh F_i$, the gaps bracket $\omega_c/\sinh(1/\Lambda)$, the gap of one band with the same $T_c$. For that band, with the logarithmic form of $T_c$ valid for $T_c\ll\omega_c$, $2\Delta/T_c\simeq(4/1.13387)/(1-e^{-2/\Lambda})$, which tends to $3.528$ at weak coupling and is $3.528/(1-0.093761^2)=3.56$ here.

Reversing the sign of $V_{12}$ leaves $T_c=2.126$ meV, and the minimum of \eqref{Om} at $0.5T_c$ moves to $(3.96,-1.11)$ meV. Giving $V_{12}$ the phase $0.9$ rad also leaves $T_c$ unchanged, and the soft direction of the Hessian has $\arg(\Delta_2/\Delta_1)=-0.9$ rad. Raising the cutoff of band 2 to 40 meV at fixed $\lambda$ moves $T_c$ to $2.30$ meV; the eigenvalue condition on $\lambda\hat F$ and the Hessian test agree on this value, although $\Lambda$ has not changed.

\section*{Numbers as computed}
\begin{verbatim}
pair-transfer amplitude / (|g|^2/w) at |g|/w=0.01: 1.9996
chain: L=60, mu=-0.4 eV, smearing=0.15 eV, M=20.0 u
chain N1, N2 = 0.17212, 0.53144 1/eV
chain lam12, lam21 = 0.252975, 0.081935
chain N1 lam12, N2 lam21 = 0.04354307, 0.04354307 1/eV
non-Hermitian control N1 lam12/(N2 lam21) = 0.1436
3-level gaps, gap equation (model units): [ 1.20441  1.17191 -0.94253]
3-level gaps, Fock minimum (model units): [ 1.20441  1.17191 -0.94253]
12 random 2- and 3-band cases: max rel. Tc deviation = 1.0e-07
k_B = 0.086173 meV/K;  2 e^gamma/pi = 1.13387
wc = 20.0 meV; N1, N2 = 0.2, 0.4 1/eV
V11, V22, V12 = 2.0, 0.5, 0.25 eV
lam11, lam12, lam21, lam22 = 0.400, 0.100, 0.050, 0.200
N1 lam12, N2 lam21 = 0.0200, 0.0200 1/eV
half trace = 0.30000, square root = 0.12247
Lam+ = 0.42247, Lam- = 0.17753, lam_av = 0.33333
1/Lam+ = 2.36701, exp(-1/Lam+) = 0.093761
Tc exact = 2.12628 meV = 24.674 K
Tc logarithmic = 2.12625 meV; Tc Hessian = 2.12628 meV
wc/Tc = 9.406; E1 correction to F = 1.59e-05
T solving lam11 F = 1: 1.8615 meV = 21.60 K
T solving lam22 F = 1: 0.1528 meV = 1.77 K
T solving lam_av F = 1: 1.1290 meV = 13.10 K
T solving Lam- F = 1: 0.0811 meV = 0.94 K
T=0: D1 = 4.3730 meV, D2 = 1.4480 meV, D2/D1 = 0.3311
T=0.5Tc: D1 = 3.9565 meV, D2 = 1.1083 meV, D2/D1 = 0.2801
T=0.9Tc: D1 = 2.1025 meV, D2 = 0.4888 meV, D2/D1 = 0.2325
T=0.996Tc: D1 = 0.4363 meV, D2 = 0.0982 meV, D2/D1 = 0.2250
T=0.998Tc: D1 = 0.3087 meV, D2 = 0.0694 meV, D2/D1 = 0.2249
T=0: F1, F2 = 2.2252, 3.3200
2D1(0)/Tc = 4.113, 2D2(0)/Tc = 1.362
one-band weak-coupling 2D/Tc = 3.528
D2/D1 at Tc: eigenvector 0.22474, extrapolated 0.22474
extrapolated closing T/Tc: band 1 1.00001, band 2 1.00000
V12 -> -V12: Tc = 2.12628 meV; 0.5Tc gaps 3.9565, -1.1083 meV
V12 phase 0.9 rad: Tc = 2.12628 meV, arg(D2/D1) = -0.9000 rad
V12=-1.25 eV only: lam12, lam21 = -0.500, -0.250
  Lam = 0.35355, Tc = 1.3404 meV
V11,V22,V12=-4,0.75,1 eV: eigenvalues -0.8685, 0.3685; Tc = 1.5029 meV
cutoffs 20.0, 40.0 meV: Tc = 2.2996 meV
\end{verbatim}
